# Is every proton spin in a magnet either up or down?

**Q.** I have a sample of protons in an NMR magnet. Each proton has spin 1/2, so each one is either up or down, with slightly more up than down. That small surplus is the magnetisation. What is there to argue about?

**A.** The surplus is right. The claim about each individual spin is more than the thermal state tells you. Let us write that state down and see what it contains.

Take the field $B$ along $z$ and ignore couplings between spins and chemical shielding. With $\mathbf I=\boldsymbol\sigma/2$ and $\gamma>0$ for the proton,

$$H=-\hbar\gamma B\,I_z=-\tfrac12\hbar\gamma B\,\sigma_z .$$

"Up" ($\sigma_z=+1$) has energy $-\hbar\gamma B/2$ and is the lower level. Define $x=\hbar\gamma B/(2k_BT)$. Then $e^{-H/k_BT}$ is diagonal with entries $e^{x}$ and $e^{-x}$, whose sum is $2\cosh x$. Since $e^{\pm x}=\cosh x\pm\sinh x$, the normalised entries are

$$\frac{e^{\pm x}}{2\cosh x}=\frac{1\pm\tanh x}{2},$$

so the density operator is

$$\rho=\tfrac12(1+P\sigma_z),\qquad P=\tanh x .$$

$P$ is the polarisation, the mean of $\sigma_z$.

**Q.** How large is it in my magnet, at 11.7 T and 298 K?

**A.** I use SI units, which are the natural ones here. The level splitting is $\hbar\gamma B=3.3008\times10^{-25}$ J and $k_BT=4.1143\times10^{-21}$ J, so

$$x=\frac{3.3008\times10^{-25}}{2\times4.1143\times10^{-21}}=4.011\times10^{-5}.$$

For so small an $x$, $\tanh x\approx x$, and $P=4.0\times10^{-5}$, or 40 parts per million.

**Q.** And the diagonal of $\rho$ then says that a fraction $(1+P)/2=0.50002$ of the spins is up and the rest is down. That is my picture.

**A.** It is one picture that gives this $\rho$. To find the others, ask what a spin pointing in an arbitrary direction contributes. Let $\mathbf n$ be the unit vector with polar angles $\theta,\phi$. The spin state along it is

$$|\mathbf n\rangle=\begin{pmatrix}\cos(\theta/2)\\ e^{i\phi}\sin(\theta/2)\end{pmatrix}.$$

Its projector has diagonal entries $\cos^2(\theta/2)=\frac12(1+\cos\theta)$ and $\sin^2(\theta/2)=\frac12(1-\cos\theta)$. The upper right entry is $\cos(\theta/2)\sin(\theta/2)e^{-i\phi}=\frac12\sin\theta\,e^{-i\phi}=\frac12(n_x-in_y)$, and the lower left one is its complex conjugate. Together these are

$$|\mathbf n\rangle\langle\mathbf n|=\tfrac12(1+\mathbf n\cdot\boldsymbol\sigma).$$

Now let the directions vary from spin to spin. This expression is linear in $\mathbf n$, so the average is

$$\rho=\tfrac12(1+\langle\mathbf n\rangle\cdot\boldsymbol\sigma).$$

The mean direction is all that survives. Any set of directions with $\langle\mathbf n\rangle=(0,0,P)$ gives the thermal $\rho$.

**Q.** Show me one that contains no up or down spins.

**A.** Let half the spins point along $(\sqrt{1-P^2},0,P)$ and half along $(-\sqrt{1-P^2},0,P)$. The $x$ components cancel and the mean is $(0,0,P)$. In your magnet every spin of this set lies almost at right angles to the field, tilted towards it by $4.0\times10^{-5}$ rad.

**Q.** That looks contrived. Is there a set that favours no transverse axis?

**A.** Spread the directions over the whole sphere with the density

$$p(\mathbf n)=\frac{1+3P\cos\theta}{4\pi}.$$

It does not depend on $\phi$, so $\langle n_x\rangle=\langle n_y\rangle=0$. Write $c=\cos\theta$. Integrating over $\phi$ gives a factor $2\pi$, which leaves the weight $\frac12(1+3Pc)\,dc$ on $-1\le c\le1$. Odd powers of $c$ integrate to zero, so

$$\int_{-1}^{1}\tfrac12(1+3Pc)\,dc=1,\qquad
\langle c\rangle=\int_{-1}^{1}\tfrac12(c+3Pc^2)\,dc=\frac{3P}{2}\cdot\frac23=P .$$

The density is normalised and has the required mean. For your protons $3P=1.2\times10^{-4}$, so it departs from uniform by at most 0.012 %. About 1.5 % of these spins lie within 10° of the field axis, counting both ends. This nearly isotropic crowd and your up/down crowd have the same density operator.

**Q.** A density cannot be negative. What happens at large $P$?

**A.** At $c=-1$ the density is proportional to $1-3P$, so this form requires $P\le1/3$. At 11.7 T that means temperatures above about 34.5 mK. For stronger polarisation, $0<P<1$, another smooth density works:

$$p(\mathbf n)=\frac{1}{4\pi}\,\frac{(1-P^2)^2}{(1-Pc)^3}.$$

It is positive because $Pc<1$. To check it, we need two integrals:

$$\int_{-1}^{1}\frac{dc}{(1-Pc)^3}=\frac1{2P}\left[\frac1{(1-P)^2}-\frac1{(1+P)^2}\right]=\frac{2}{(1-P^2)^2},$$

$$\int_{-1}^{1}\frac{dc}{(1-Pc)^2}=\frac1P\left[\frac1{1-P}-\frac1{1+P}\right]=\frac{2}{1-P^2}.$$

The first, times $\frac12(1-P^2)^2$, gives 1, the normalisation. For the mean, write $c=[1-(1-Pc)]/P$:

$$\langle c\rangle=\frac{(1-P^2)^2}{2P}\left[\frac{2}{(1-P^2)^2}-\frac{2}{1-P^2}\right]=\frac{1-(1-P^2)}{P}=P .$$

To first order in $P$ the density is $(1+3Pc)/(4\pi)$ again. As $P\to1$ the freedom disappears: unit vectors can average to a unit vector only if they all point the same way, and then every spin is up.

**Q.** But if I measure $\sigma_z$ on a spin, I get $+1$ or $-1$, never anything between. Doesn't that prove it was up or down?

**A.** It proves that the measurement has two outcomes. A spin along $\mathbf n$ gives "up" with probability $\cos^2(\theta/2)=\frac12(1+c)$. Averaged over the nearly isotropic set, this is $\frac12(1+P)$, the same as in your picture.

The scatter of the results agrees too. Since $\sigma_z^2=1$, the thermal variance is $1-P^2$. In your picture all of it comes from some spins being up and others down. In the nearly isotropic picture, a spin at given $c$ has mean $c$ and variance $1-c^2$. With $\langle c^2\rangle=\int_{-1}^1\frac12(c^2+3Pc^3)\,dc=\frac13$, the total is

$$\underbrace{1-\langle c^2\rangle}_{2/3}+\underbrace{\langle c^2\rangle-\langle c\rangle^2}_{1/3-P^2}=1-P^2 .$$

The first part is quantum scatter, the second the spread of directions.

**Q.** Perhaps some cleverer measurement separates the two pictures.

**A.** Not on a single spin. The probability of an outcome represented by an operator $E$ is $\langle\mathbf n|E|\mathbf n\rangle$ for one member, and its average over the members is $\mathrm{tr}(\rho E)$. That depends on $\rho$ alone. If you first apply a pulse $U$, each projector becomes $U|\mathbf n\rangle\langle\mathbf n|U^\dagger$, and the average is $U\rho U^\dagger$, again fixed by $\rho$.

**Q.** And a measurement on many spins together?

**A.** The answer is the same provided that each direction is drawn independently. The average of a product of independent projectors is the product of their averages, $\rho\otimes\rho\otimes\cdots$, which is the thermal state of uncoupled spins.

The condition matters. Take four spins with $P=1/2$. If exactly three are up and one is down, in random places, each spin by itself has the right $\rho$. But the sum of the four $\sigma_z$ values is 2 every time, with variance zero. Independent thermal spins give the variance $4(1-P^2)=3$. A fixed head count of ups and downs is therefore a different many-spin state, and not the thermal one.

**Q.** I still have a thermal objection. A tilted spin has mean energy $-\frac12\hbar\gamma B\cos\theta$. Shouldn't its Boltzmann weight be $e^{x\cos\theta}$? For small $x$ that is $1+x\cos\theta$, without your factor 3.

**A.** That weighting gives the wrong polarisation. Since $\int_{-1}^1e^{xc}\,dc=2\sinh x/x$,

$$\langle c\rangle=\frac{d}{dx}\ln\frac{2\sinh x}{x}=\coth x-\frac1x\approx\frac x3\qquad(x\ll1).$$

For your protons this is $1.34\times10^{-5}$, a third of the correct value. The Boltzmann factor gives probabilities to energy eigenstates. A tilted spin is a superposition of two of them, and putting its mean energy into the exponential is a different rule. The density with $3P$ was not obtained from such a rule. It was chosen because it reproduces $\rho$.

**Q.** Up and down are the eigenvectors of $\rho$. Doesn't that make them the real states?

**A.** It makes them the one pair of orthogonal states from which this $\rho$ can be mixed, when $P\neq0$. Nothing requires the members of an ensemble to be orthogonal.

Nor must a spin have a state vector of its own. Suppose that the spin and its surroundings are jointly in the state

$$\sqrt{\tfrac{1+P}2}\,|{\uparrow}\rangle|e_1\rangle+\sqrt{\tfrac{1-P}2}\,|{\downarrow}\rangle|e_2\rangle,\qquad\langle e_1|e_2\rangle=0 .$$

Summing over the states of the surroundings removes the cross terms, because $e_1$ and $e_2$ are orthogonal. What remains for the spin is the thermal $\rho$, though no direction was ever assigned to it. So I am not asking you to replace "up or down" by "really pointing everywhere". The density operator supports both descriptions equally and selects neither.

**Q.** Then my picture is at least harmless. I can keep it through an experiment.

**A.** At equilibrium you can. After a 90° pulse you can no longer call each spin up or down along $z$. A real resonant pulse lasts many Larmor periods (about 5000 for 10 µs in your magnet) and is a plain rotation only in the frame that rotates with the precession. Choose the laboratory $x$ and $y$ axes to coincide with the rotating ones at the end of the pulse, and count $t$ from that moment. For a pulse about $+y$, $U=e^{-i\pi\sigma_y/4}=(1-i\sigma_y)/\sqrt2$. Then

$$U\sigma_zU^\dagger=\tfrac12\left(\sigma_z+i\sigma_z\sigma_y-i\sigma_y\sigma_z+\sigma_y\sigma_z\sigma_y\right).$$

With $\sigma_y\sigma_z=i\sigma_x$ and $\sigma_z\sigma_y=-i\sigma_x$, each of the two middle terms equals $\sigma_x$. The last term is $-\sigma_z$ and cancels the first. Hence $U\sigma_zU^\dagger=\sigma_x$, and

$$\rho'=\tfrac12(1+P\sigma_x)=\frac12\begin{pmatrix}1&P\\P&1\end{pmatrix}.$$

**Q.** The populations are equal, so half the spins are up and half are down.

**A.** A mixture of up and down spins has a diagonal density operator. Half and half would be $\rho=\frac12$, with no magnetisation in any direction. The actual state has the off-diagonal element $P/2=2.0\times10^{-5}$, and that element is your signal. During free precession, with relaxation neglected, $e^{-iHt/\hbar}=e^{i\omega t\sigma_z/2}$ with $\omega=\gamma B$. It multiplies the upper right element by $e^{i\omega t}$. That element equals $\frac12(\langle\sigma_x\rangle-i\langle\sigma_y\rangle)$, so

$$\langle\sigma_x\rangle=P\cos\omega t,\qquad\langle\sigma_y\rangle=-P\sin\omega t ,$$

at $\omega/2\pi=498$ MHz in your magnet. No mixture of spins up and down along $z$ can produce this.

**Q.** What became of the spins that I had called up and down?

**A.** The pulse turned the up ones to $+x$ and the down ones to $-x$, with the small surplus along $+x$. The nearly isotropic crowd was turned as a whole, and its slight excess now lies along $+x$ too. Both give the signal above. The numerical check follows the members of each ensemble through the pulse and the precession and finds this agreement.

**Q.** If the crowd is so nearly isotropic, how is there anything to detect?

**A.** Numbers. For $N=10^{20}$ independent protons, the sum of the $\sigma_z$ has mean $NP=4.0\times10^{15}$ and standard deviation $\sqrt{N(1-P^2)}=1.0\times10^{10}$. The mean exceeds this spin fluctuation by a factor of $4.0\times10^{5}$. This is not the signal-to-noise ratio of a spectrometer, which also has the thermal noise of its coil and receiver to contend with. In your picture, the mean is a surplus of up spins. In the other, it is a slight lean of all directions towards the field. The magnetisation is the same.

## Computed values

```
field B = 11.7 T
temperature T = 298.0 K
proton gamma = 2.67522e+08 rad/(s T)
Larmor frequency = 498.16 MHz
level splitting = 3.3008e-25 J
thermal energy kT = 4.1143e-21 J
x = splitting/(2kT) = 4.0114e-05
polarisation P = 4.0114e-05 = 40.11 ppm
relative error of P = x: 5.4e-10
Proton ensembles: probability of up, polarisation
  up/down: 0.5000201, 4.0114e-05
  transverse pair: 0.5000201, 4.0114e-05
  general density: 0.5000201, 4.0114e-05
  near-isotropic: 0.5000201, 4.0114e-05
transverse pair: tilt towards z = 4.011e-05 rad
Near-isotropic ensemble, protons
  relative density along +z = 1.000120
  relative density along -z = 0.999880
  share within 10 deg of +z or -z = 1.519 %
  upper minus lower hemisphere = 6.017e-05
  max gap to general density = 6.4e-09
linear density allowed above T = 34.5 mK
wrong (mean-energy) weighting: P = 1.3371e-05
  ratio to correct P = 0.3333
variance of sigma_z at P = 0.29
  quantum scatter = 0.6667
  spread of directions = 0.2492
  total from thermal state = 0.9159
Four spins, P = 0.5: variance of summed sigma_z
  independent = 3.00, fixed counts = 0.00
Protons after 90-degree pulse
  populations = 0.500000, 0.500000
  coherence = 2.0057e-05
number of protons N = 1e+20
  mean up minus down = 4.011e+15
  standard deviation = 1.000e+10
  mean/deviation = 4.011e+05
```
